# Why polar monolayers show no LO-TO splitting at Gamma: boron nitride: verification in Python

```python
"""
Result under test: in a polar monolayer with a threefold axis the in-plane
optical pair is degenerate at Gamma, and for small wavevector q
    omega_LO^2 = omega_0^2 + S |q| / (1 + r |q|),   S = 2 pi Z^2 / (mu A),
while omega_TO has no term linear in q. The LO slope is S / (2 omega_0).
Z: Born charge, mu: reduced mass, A: cell area, r: screening length,
omega_0: optical frequency at Gamma. Hartree atomic units throughout.
The boron nitride inputs are rough two-figure values, not computed here.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad

pi = np.pi
pc = constants.physical_constants
dalton = pc["atomic mass constant"][0] / constants.m_e
to_cm = pc["hartree-inverse meter relationship"][0] / 100.0
to_km_s = pc["atomic unit of velocity"][0] / 1000.0
light_speed = 1.0 / constants.fine_structure

# Inputs for boron nitride
a, Z, omega_0, r_screen = 4.7, 2.7, 0.0063, 14.0
number_B, number_N = 11.0, 14.0
spacing = 40.0

mass_B, mass_N = number_B * dalton, number_N * dalton
mu = mass_B * mass_N / (mass_B + mass_N)
A = np.sqrt(3.0) / 2.0 * a**2
S = 2.0 * pi * Z**2 / (mu * A)
slope = S / (2.0 * omega_0)


def omega_LO(q):
    q = abs(q)
    return np.sqrt(omega_0**2 + S * q / (1.0 + r_screen * q))


# Test: integrating the bulk Coulomb kernel over k_z gives the sheet kernel
q_test, z_test = 0.3, 2.0
in_plane = quad(lambda k: 4.0 / (q_test**2 + k**2), 0, np.inf)[0]
off_plane = quad(lambda k: 4.0 / (q_test**2 + k**2), 0, np.inf,
                 weight="cos", wvar=z_test)[0]
assert abs(in_plane * q_test / (2 * pi) - 1) < 1e-7
assert abs(off_plane * q_test / (2 * pi) - np.exp(-q_test * z_test)) < 1e-6

# Direct real-space dipole sums. The smooth window 1 - O(R^4) removes the
# far edge; its effect at wavevector q is of relative order (eta/q)^4.
eta = 0.006 / a
radius = 4.3 / eta


def make_pairs(shift):
    n = int(radius / (a * np.sqrt(3.0) / 2.0)) + 3
    i, j = np.meshgrid(np.arange(-n, n + 1), np.arange(-n, n + 1))
    x = (a * (i + 0.5 * j) + shift[0]).ravel()
    y = (a * np.sqrt(3.0) / 2.0 * j + shift[1]).ravel()
    dist = np.hypot(x, y)
    keep = (dist > 1e-6) & (dist < radius)
    x, y, dist = x[keep], y[keep], dist[keep]
    s = (eta * dist)**2
    window = (1.0 + s) * np.exp(-s)
    txx = window * (1 / dist**3 - 3 * x * x / dist**5)
    tyy = window * (1 / dist**3 - 3 * y * y / dist**5)
    txy = window * (-3 * x * y / dist**5)
    return x, y, dist, txx, tyy, txy


def dipole_tensor(pairs, q):
    x, y, _, txx, tyy, txy = pairs
    angle = q[0] * x + q[1] * y
    co, si = np.cos(angle), np.sin(angle)
    xx, yy, xy = [t @ co + 1j * (t @ si) for t in (txx, tyy, txy)]
    tensor = np.array([[xx, xy], [xy, yy]])
    if q[0] == 0 and q[1] == 0:
        # isotropic remainder of the 1/R^3 sum that the window cuts off
        tensor = tensor - pi**1.5 * eta / (2 * A) * np.eye(2)
    return tensor


bond = a / np.sqrt(3.0)
same_pairs = make_pairs((0.0, 0.0))
BN_pairs = make_pairs((0.0, bond))

# Test: the 1/R^3 sum converges absolutely, with a tail 2 pi / (A R)
dist = BN_pairs[2]
R1, R2 = 60 * a, 600 * a
shell_sum = np.sum(dist[(dist > R1) & (dist < R2)]**-3.0)
shell_law = 2 * pi / A * (1 / R1 - 1 / R2)
assert abs(shell_sum / shell_law - 1) < 0.01

# Honeycomb of point ions +Z, -Z with nearest-neighbour springs
same_0 = dipole_tensor(same_pairs, (0.0, 0.0))
BN_0 = dipole_tensor(BN_pairs, (0.0, 0.0))
spring_total = mu * omega_0**2 - Z**2 * BN_0[0, 0].real
tangential_ratio = 0.3
k_radial = spring_total / (1.5 * (1 + tangential_ratio))
k_tangential = tangential_ratio * k_radial
bond_directions = np.array([[0.0, 1.0],
                            [np.sqrt(3.0) / 2, -0.5],
                            [-np.sqrt(3.0) / 2, -0.5]])


def spring_block(q):
    block = np.zeros((2, 2), complex)
    for n in bond_directions:
        nn = np.outer(n, n)
        force = k_radial * nn + k_tangential * (np.eye(2) - nn)
        block -= force * np.exp(1j * bond * np.dot(q, n))
    return block


def squared_frequencies(q):
    q = np.array(q, float)
    same = Z**2 * dipole_tensor(same_pairs, q)
    cross = -Z**2 * dipole_tensor(BN_pairs, q) + spring_block(q)
    cross_0 = -Z**2 * BN_0 + spring_block(np.zeros(2))
    own = -(Z**2 * same_0 + cross_0)
    D = np.zeros((4, 4), complex)
    D[:2, :2] = (same + own) / mass_B
    D[2:, 2:] = (same + own) / mass_N
    D[:2, 2:] = cross / np.sqrt(mass_B * mass_N)
    D[2:, :2] = D[:2, 2:].conj().T
    return np.linalg.eigvalsh(0.5 * (D + D.conj().T))


# Test: degeneracy at Gamma
gamma = squared_frequencies((0.0, 0.0))
gamma_split = abs(gamma[3] - gamma[2]) / gamma[3]
assert gamma_split < 1e-7

# Test: continuity, linear LO law and absence of a linear TO term.
# Three wavevectors q, 2q, 4q remove the first two higher orders.
q1 = 0.06 / a
steps = np.array([1.0, 2.0, 4.0]) * q1
weights = np.array([8.0, -6.0, 1.0]) / 3.0
lattice_S, lattice_slopes = [], []
for degrees in (0.0, 90.0, 180.0):
    t = np.radians(degrees)
    values = np.array([squared_frequencies((q * np.cos(t), q * np.sin(t)))
                       for q in steps])
    TO2, LO2 = values[:, 2], values[:, 3]
    assert abs(weights @ LO2 / omega_0**2 - 1) < 3e-3
    S_found = weights @ ((LO2 - TO2) / steps)
    v_found = weights @ ((np.sqrt(LO2) - np.sqrt(TO2)) / steps)
    g1 = (TO2[1] - TO2[0]) / q1
    g2 = (TO2[2] - TO2[1]) / (2 * q1)
    assert abs(2 * g1 - g2) < 0.05 * S
    assert abs(S_found / S - 1) < 0.01
    assert abs(v_found / slope - 1) < 0.01
    lattice_S.append(S_found)
    lattice_slopes.append(v_found)

# Test: screening, by relaxing one polarizable dipole per cell in the full
# lattice field. Lattice corrections of relative order q*a times 0.2 remain.
alpha_cell = r_screen * A / (2 * pi)
T0 = same_0[0, 0].real
alpha_bare = 1.0 / (1.0 / alpha_cell - T0)
assert alpha_bare > 0
charge_bare = Z * alpha_bare / alpha_cell
q_s = 0.12 / a
T = dipole_tensor(same_pairs, (q_s, 0.0)).real
induced = -np.linalg.solve(np.eye(2) / alpha_bare + T, T * charge_bare)
stiffness = charge_bare * T @ (charge_bare * np.eye(2) + induced)
relaxed_split = (stiffness[0, 0] - stiffness[1, 1]) / mu
screened_law = S * q_s / (1 + r_screen * q_s)
screening_ratio = relaxed_split / screened_law
assert abs(screening_ratio - 1) < 0.04

# Test: a stack of sheets, solved as coupled fields, read at the middle
layers = 801
q_c = 0.05 / spacing
index = np.arange(layers)
coupling = 2 * pi * q_c * np.exp(
    -q_c * spacing * np.abs(index[:, None] - index[None, :]))
alpha_sheet = r_screen / (2 * pi)
field = np.linalg.solve(np.eye(layers) + alpha_sheet * coupling,
                        -coupling @ np.full(layers, Z / A))
stack_shift = -Z * field[layers // 2] / mu
F = 1 / np.tanh(q_c * spacing / 2)
assert abs(stack_shift / (S * q_c * F / (1 + r_screen * q_c * F)) - 1) < 1e-6
eps_bulk = 1 + 2 * r_screen / spacing
bulk_shift = 4 * pi * Z**2 / (mu * A * spacing * eps_bulk)
assert abs(stack_shift / bulk_shift - 1) < 2e-3

# Test: one-sided slopes of the screened branch are +slope and -slope
h = 1e-6
right = (omega_LO(h) - omega_LO(0.0)) / h
left = (omega_LO(0.0) - omega_LO(-h)) / h
assert abs(right / slope - 1) < 1e-3 and abs(left / slope + 1) < 1e-3

false_LO = np.sqrt(omega_0**2 + bulk_shift)
print("Rough inputs for boron nitride")
print(f"lattice constant a = {a:.1f} bohr")
print(f"Born charge Z = {Z:.1f} e")
print(f"Gamma frequency omega_0 = {omega_0:.4f} hartree"
      f" = {omega_0 * to_cm:.0f} cm^-1")
print(f"screening length r = {r_screen:.0f} bohr")
print(f"masses B, N = {number_B:.0f}, {number_N:.0f} u")
print("Derived quantities")
print(f"cell area A = {A:.2f} bohr^2")
print(f"reduced mass mu = {mu:.0f} electron masses")
print(f"S = {S:.3e} hartree^2 bohr")
print(f"LO slope v = {slope:.4f} hartree bohr = {slope * to_km_s:.1f} km/s")
print(f"slope jump 2v = {2 * slope:.4f} hartree bohr")
print(f"linear range scale 1/r = {1 / r_screen:.4f} bohr^-1")
print(f"distance Gamma-K = {4 * pi / (3 * a):.3f} bohr^-1")
print(f"retardation scale omega_0/c = {omega_0 / light_speed:.2e} bohr^-1")
print("q (bohr^-1), LO (cm^-1), linear estimate (cm^-1), LO-TO (cm^-1)")
for q in (0.0, 0.001, 0.002, 0.005, 0.01, 0.02, 0.05):
    lo = omega_LO(q) * to_cm
    linear = (omega_0 + slope * q) * to_cm
    print(f"{q:.3f}  {lo:.1f}  {linear:.1f}  {lo - omega_0 * to_cm:.1f}")
print("Point-ion honeycomb, direct sums")
print(f"relative splitting of omega^2 at Gamma = {gamma_split:.1e}")
for name, s_val, v_val in zip(("0", "90", "180"), lattice_S, lattice_slopes):
    print(f"direction {name} deg: S ratio = {s_val / S:.4f},"
          f" slope ratio = {v_val / slope:.4f} (lattice/formula)")
print(f"relaxed-dipole screening test at q = {q_s:.4f} bohr^-1:"
      f" ratio = {screening_ratio:.4f}")
print(f"unscreened/screened shift there = {1 + r_screen * q_s:.3f}")
print("Sheets repeated along the normal")
print(f"spacing c = {spacing:.0f} bohr, eps_inf = {eps_bulk:.2f}")
print(f"false shift of omega^2 = {bulk_shift:.3e} hartree^2")
print(f"false LO-TO splitting at Gamma = {(false_LO - omega_0) * to_cm:.1f}"
      " cm^-1")
print("verified")
```

Output:

```
Rough inputs for boron nitride
lattice constant a = 4.7 bohr
Born charge Z = 2.7 e
Gamma frequency omega_0 = 0.0063 hartree = 1383 cm^-1
screening length r = 14 bohr
masses B, N = 11, 14 u
Derived quantities
cell area A = 19.13 bohr^2
reduced mass mu = 11229 electron masses
S = 2.132e-04 hartree^2 bohr
LO slope v = 0.0169 hartree bohr = 37.0 km/s
slope jump 2v = 0.0338 hartree bohr
linear range scale 1/r = 0.0714 bohr^-1
distance Gamma-K = 0.891 bohr^-1
retardation scale omega_0/c = 4.60e-05 bohr^-1
q (bohr^-1), LO (cm^-1), linear estimate (cm^-1), LO-TO (cm^-1)
0.000  1382.7  1382.7  0.0
0.001  1386.3  1386.4  3.7
0.002  1389.9  1390.1  7.2
0.005  1399.9  1401.3  17.2
0.010  1414.9  1419.8  32.2
0.020  1439.6  1457.0  56.9
0.050  1487.9  1568.4  105.2
Point-ion honeycomb, direct sums
relative splitting of omega^2 at Gamma = 3.6e-14
direction 0 deg: S ratio = 0.9989, slope ratio = 0.9987 (lattice/formula)
direction 90 deg: S ratio = 0.9989, slope ratio = 0.9987 (lattice/formula)
direction 180 deg: S ratio = 0.9989, slope ratio = 0.9987 (lattice/formula)
relaxed-dipole screening test at q = 0.0255 bohr^-1: ratio = 0.9779
unscreened/screened shift there = 1.357
Sheets repeated along the normal
spacing c = 40 bohr, eps_inf = 1.70
false shift of omega^2 = 6.271e-06 hartree^2
false LO-TO splitting at Gamma = 105.2 cm^-1
verified
```
